# Stretch–stretch coupling in ferrocene from a linear three-mass model: test program

```python
"""Ferrocene as a linear ring-iron-ring chain of three masses.

Result under test: with V = k(r1^2 + r2^2)/2 + kc r1 r2, the symmetric
stretch (309 cm^-1) and antisymmetric stretch (478 cm^-1) give
    k + kc = m ws^2,   k - kc = mu wa^2,   1/mu = 1/m + 2/M,
and therefore kc/k of about 0.16.
r1, r2: changes of the two ring-iron distances; m: mass of a C5H5 ring;
M: mass of iron; k: diagonal force constant; kc: stretch-stretch coupling.
Units inside: eV, angstrom, atomic mass unit u, wavenumbers in cm^-1.
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import fsolve, minimize_scalar

MASS_C, MASS_H, MASS_D, MASS_FE = 12.011, 1.008, 2.014, 55.845
m_ring = 5 * (MASS_C + MASS_H)
nu_s, nu_a = 309.0, 478.0
TO_N_PER_M = sc.e * 1e20                      # from eV/angstrom^2
# wavenumber = SCALE * sqrt(force constant / mass)
SCALE = np.sqrt(TO_N_PER_M / sc.atomic_mass) / (2 * np.pi * sc.c * 100)
EV_TO_CM = sc.e / (sc.h * sc.c * 100)


def hessian(potential, n, h=0.01):
    """Second derivatives of a potential by central differences."""
    out = np.zeros((n, n))
    e = np.eye(n) * h
    for i in range(n):
        for j in range(n):
            out[i, j] = (potential(e[i] + e[j]) - potential(e[i] - e[j])
                         - potential(-e[i] + e[j])
                         + potential(-e[i] - e[j])) / (4 * h * h)
    return out


def normal_modes(potential, masses):
    """Wavenumbers (ascending) and Cartesian displacement vectors."""
    root = np.sqrt(np.array(masses))
    val, vec = np.linalg.eigh(hessian(potential, len(root))
                              / np.outer(root, root))
    return SCALE * np.sqrt(np.abs(val)), vec / root[:, None]


def stretch_energy(r1, r2, k, kc):
    return 0.5 * k * (r1**2 + r2**2) + kc * r1 * r2


def chain(k, kc, ring=m_ring):
    return normal_modes(
        lambda x: stretch_energy(x[1] - x[0], x[2] - x[1], k, kc),
        [ring, MASS_FE, ring])


def invert(ns, na, ring_s=m_ring, ring_a=m_ring):
    """Derived formulas: wavenumbers to force constants."""
    a = ring_s * (ns / SCALE)**2
    b = (na / SCALE)**2 / (1 / ring_a + 2 / MASS_FE)
    return (a + b) / 2, (a - b) / 2


def invert_numerically(low, high, guess):
    """Root search on the diagonalized chain, without derived formulas."""
    sol, _, flag, msg = fsolve(
        lambda p: chain(p[0], p[1])[0][1:] - np.array([low, high]),
        guess, full_output=True, xtol=1e-12)
    assert np.allclose(chain(*sol)[0][1:], [low, high], atol=1e-5), msg
    return sol


# Inversion and mode shapes
k, kc = invert(nu_s, nu_a)
rho = kc / k
k_num, kc_num = invert_numerically(nu_s, nu_a, [20.0, 0.0])
assert np.allclose([k, kc], [k_num, kc_num], rtol=1e-6)
assert abs(rho - 0.16) < 0.005 and abs(kc) < k
waves, shapes = chain(k, kc)
assert np.allclose(waves, [0, nu_s, nu_a], atol=1e-2)
sym, anti = shapes[:, 1], shapes[:, 2]
assert abs(sym[1] / sym[0]) < 1e-6 and abs(sym[2] / sym[0] + 1) < 1e-6
iron_to_ring = anti[1] / anti[0]
assert abs(iron_to_ring + 2 * m_ring / MASS_FE) < 1e-6

# No coupling: the upper mode is fixed by the lower one
k_free = m_ring * (nu_s / SCALE)**2
nu_a_free = chain(k_free, 0.0)[0][2]
ratio_free = np.sqrt(1 + 2 * m_ring / MASS_FE)
assert abs(nu_a_free / nu_s - ratio_free) < 1e-6
assert nu_a_free > nu_a + 50

# Swapped assignment reproduces the same pair of wavenumbers
k_sw, kc_sw = invert(nu_a, nu_s)
sw_num = invert_numerically(nu_s, nu_a, [30.0, 23.0])
assert np.allclose([k_sw, kc_sw], sw_num, rtol=1e-6)

# Response of one bond to a held stretch of the other
held = 0.1
relaxed = minimize_scalar(lambda r: stretch_energy(held, r, k, kc),
                          bracket=(-0.1, 0.1)).x
assert abs(relaxed / held + rho) < 1e-5

# Equivalent set of three springs, including one between the rings
K_bond, F_rings = k - kc, kc
spring_waves = normal_modes(
    lambda x: 0.5 * K_bond * ((x[1] - x[0])**2 + (x[2] - x[1])**2)
    + 0.5 * F_rings * (x[2] - x[0])**2, [m_ring, MASS_FE, m_ring])[0]
assert np.allclose(spring_waves[1:], [nu_s, nu_a], atol=1e-4)


# Sensitivity to the two wavenumbers
def rho_numerical(low, high):
    p = invert_numerically(low, high, [k, kc])
    return p[1] / p[0]


slope_s = (1 - rho**2) / nu_s
slope_a = -(1 - rho**2) / nu_a
fd_s = (rho_numerical(nu_s + 1, nu_a) - rho_numerical(nu_s - 1, nu_a)) / 2
fd_a = (rho_numerical(nu_s, nu_a + 1) - rho_numerical(nu_s, nu_a - 1)) / 2
assert abs(fd_s / slope_s - 1) < 1e-3 and abs(fd_a / slope_a - 1) < 1e-3
assert abs(rho_numerical(1.02 * nu_s, 1.02 * nu_a) - rho) < 1e-6
reading = 5.0
rho_low = rho_numerical(nu_s - reading, nu_a + reading)
rho_high = rho_numerical(nu_s + reading, nu_a - reading)

# Deuterated rings with unchanged force constants
m_deut = 5 * (MASS_C + MASS_D)
deut = chain(k, kc, m_deut)[0]
assert abs(deut[1] - nu_s * np.sqrt(m_ring / m_deut)) < 1e-4

# Flexible rings: five hydrogens on a collective out-of-plane spring
nu_H = 800.0
m_C5, m_H5 = 5 * MASS_C, 5 * MASS_H
k_H = m_H5 * (nu_H / SCALE)**2


def dynamic_mass(nu):
    return m_C5 + m_H5 / (1 - (nu / nu_H)**2)


k_fl, kc_fl = invert(nu_s, nu_a, dynamic_mass(nu_s), dynamic_mass(nu_a))
flex = normal_modes(
    lambda x: 0.5 * k_H * ((x[1] - x[0])**2 + (x[4] - x[3])**2)
    + stretch_energy(x[2] - x[1], x[3] - x[2], k_fl, kc_fl),
    [m_H5, m_C5, MASS_FE, m_C5, m_H5])[0]
assert np.allclose(flex[1:3], [nu_s, nu_a], atol=1e-3)
assert abs(kc_fl / k_fl - rho) < 0.01


# Anharmonic bonds: two coupled Morse stretches, quantum levels
def morse_levels(k, kc, depth, iron, size):
    """Levels above the ground state (cm^-1), oscillator-basis grid."""
    red = np.array([m_ring, 1 / (1 / m_ring + 2 / iron)])
    nu = SCALE * np.sqrt(np.array([k + kc, k - kc]) / red)
    length = 1e10 * np.sqrt(sc.hbar / (red * sc.atomic_mass
                                       * 2 * np.pi * sc.c * 100 * nu))
    n = np.arange(size)
    off = np.sqrt(n[1:] / 2)
    q, u = np.linalg.eigh(np.diag(off, 1) + np.diag(off, -1))
    off2 = -np.sqrt((n[:-2] + 1) * (n[:-2] + 2)) / 2
    p2 = np.diag(n + 0.5) + np.diag(off2, 2) + np.diag(off2, -2)
    kin = u.T @ p2 @ u / 2
    s, t = np.meshgrid(length[0] * q, length[1] * q, indexing="ij")
    r1, r2 = (s + t) / np.sqrt(2), (s - t) / np.sqrt(2)
    a = np.sqrt(k / (2 * depth))
    pot = depth * (np.expm1(-a * r1)**2 + np.expm1(-a * r2)**2)
    pot = (pot + kc * r1 * r2) * EV_TO_CM
    one = np.eye(size)
    ham = (nu[0] * np.kron(kin, one) + nu[1] * np.kron(one, kin)
           + np.diag(pot.ravel()))
    lev = np.linalg.eigvalsh(ham)
    return lev - lev[0]


depth = 3.0
harmonic = morse_levels(k, kc, 1e6, MASS_FE, 18)
assert np.allclose(harmonic[1:3], [nu_s, nu_a], atol=0.01)
# Immobile iron and no coupling: the known single-Morse fundamental
single = morse_levels(k, 0.0, depth, 1e12, 20)
nu_one = SCALE * np.sqrt(k / m_ring)
assert abs(single[1] - (nu_one - nu_one**2 / (2 * depth * EV_TO_CM))) < 0.01
levels = morse_levels(k, kc, depth, MASS_FE, 20)
assert np.allclose(levels[:4], morse_levels(k, kc, depth, MASS_FE, 15)[:4],
                   atol=0.02)
shift_s, shift_a = nu_s - levels[1], nu_a - levels[2]
k_an, kc_an = invert(nu_s + shift_s, nu_a + shift_a)
# The corrected constants must bring the fundamentals back to the input
back = morse_levels(k_an, kc_an, depth, MASS_FE, 20)
assert np.allclose(back[1:3], [nu_s, nu_a], atol=0.3)
assert abs(kc_an / k_an - rho) < 0.02

# Temperature of vapour delivery
temp = 400.0
excited = np.exp(-sc.h * sc.c * 100 * nu_s / (sc.k * temp))
hot_shift = (levels[3] - levels[1]) - levels[1]

print(f"symmetric stretch, input            {nu_s:.0f} cm^-1")
print(f"antisymmetric stretch, input        {nu_a:.0f} cm^-1")
print(f"atomic masses C, H, D, Fe           {MASS_C} {MASS_H} {MASS_D}"
      f" {MASS_FE} u")
print(f"ring mass m                         {m_ring:.3f} u")
print(f"antisymmetric reduced mass mu       "
      f"{1 / (1 / m_ring + 2 / MASS_FE):.3f} u")
print(f"k + kc                              {k + kc:.3f} eV/A^2")
print(f"k - kc                              {k - kc:.3f} eV/A^2")
print(f"k                                   {k:.3f} eV/A^2")
print(f"kc                                  {kc:.3f} eV/A^2")
print(f"k converted                         {k * TO_N_PER_M:.1f} N/m")
print(f"kc converted                        {kc * TO_N_PER_M:.1f} N/m")
print(f"kc/k                                {rho:.4f}")
print(f"kc/k by numerical inversion         {kc_num / k_num:.4f}")
print(f"iron/ring amplitude, antisymmetric  {iron_to_ring:.3f}")
print(f"uncoupled ratio of wavenumbers      {ratio_free:.4f}")
print(f"observed ratio of wavenumbers       {nu_a / nu_s:.4f}")
print(f"uncoupled antisymmetric stretch     {nu_a_free:.1f} cm^-1")
print(f"swapped assignment: k               {k_sw:.3f} eV/A^2")
print(f"swapped assignment: kc              {kc_sw:.3f} eV/A^2")
print(f"swapped assignment: kc/k            {kc_sw / k_sw:.4f}")
print(f"held stretch of one bond            {held:.3f} A")
print(f"relaxed change of the other bond    {relaxed:.4f} A")
print(f"d(kc/k)/d(symmetric wavenumber)     {slope_s:.5f} per cm^-1")
print(f"d(kc/k)/d(antisym. wavenumber)      {slope_a:.5f} per cm^-1")
print(f"reading error assumed               {reading:.0f} cm^-1")
print(f"kc/k range from reading errors      {rho_low:.3f} to {rho_high:.3f}")
print(f"deuterated ring mass                {m_deut:.3f} u")
print(f"deuterated symmetric stretch        {deut[1]:.1f} cm^-1")
print(f"deuterated antisymmetric stretch    {deut[2]:.1f} cm^-1")
print(f"hydrogen motion, clamped carbons    {nu_H:.0f} cm^-1 (rough)")
print(f"dynamic ring mass at symmetric      {dynamic_mass(nu_s):.3f} u")
print(f"dynamic ring mass at antisymmetric  {dynamic_mass(nu_a):.3f} u")
print(f"flexible rings: k                   {k_fl:.3f} eV/A^2")
print(f"flexible rings: kc                  {kc_fl:.3f} eV/A^2")
print(f"flexible rings: kc/k                {kc_fl / k_fl:.4f}")
print(f"Morse depth per ring-iron bond      {depth:.1f} eV (rough)")
print(f"harmonic - fundamental, symmetric   {shift_s:.2f} cm^-1")
print(f"harmonic - fundamental, antisym.    {shift_a:.2f} cm^-1")
print(f"anharmonic correction: k            {k_an:.3f} eV/A^2")
print(f"anharmonic correction: kc           {kc_an:.3f} eV/A^2")
print(f"anharmonic correction: kc/k         {kc_an / k_an:.4f}")
print(f"vapour-delivery temperature         {temp:.0f} K (rough)")
print(f"symmetric mode excited, fraction    {excited:.3f}")
print(f"hot-band shift, symmetric           {hot_shift:.2f} cm^-1")
print("OK")
```

Printed output:

```
symmetric stretch, input            309 cm^-1
antisymmetric stretch, input        478 cm^-1
atomic masses C, H, D, Fe           12.011 1.008 2.014 55.845 u
ring mass m                         65.095 u
antisymmetric reduced mass mu       19.541 u
k + kc                              22.856 eV/A^2
k - kc                              16.418 eV/A^2
k                                   19.637 eV/A^2
kc                                  3.219 eV/A^2
k converted                         314.6 N/m
kc converted                        51.6 N/m
kc/k                                0.1639
kc/k by numerical inversion         0.1639
iron/ring amplitude, antisymmetric  -2.331
uncoupled ratio of wavenumbers      1.8252
observed ratio of wavenumbers       1.5469
uncoupled antisymmetric stretch     564.0 cm^-1
swapped assignment: k               30.778 eV/A^2
swapped assignment: kc              23.917 eV/A^2
swapped assignment: kc/k            0.7771
held stretch of one bond            0.100 A
relaxed change of the other bond    -0.0164 A
d(kc/k)/d(symmetric wavenumber)     0.00315 per cm^-1
d(kc/k)/d(antisym. wavenumber)      -0.00204 per cm^-1
reading error assumed               5 cm^-1
kc/k range from reading errors      0.138 to 0.190
deuterated ring mass                70.125 u
deuterated symmetric stretch        297.7 cm^-1
deuterated antisymmetric stretch    472.8 cm^-1
hydrogen motion, clamped carbons    800 cm^-1 (rough)
dynamic ring mass at symmetric      65.979 u
dynamic ring mass at antisymmetric  67.893 u
flexible rings: k                   19.895 eV/A^2
flexible rings: kc                  3.271 eV/A^2
flexible rings: kc/k                0.1644
Morse depth per ring-iron bond      3.0 eV (rough)
harmonic - fundamental, symmetric   1.86 cm^-1
harmonic - fundamental, antisym.    4.51 cm^-1
anharmonic correction: k            19.931 eV/A^2
anharmonic correction: kc           3.201 eV/A^2
anharmonic correction: kc/k         0.1606
vapour-delivery temperature         400 K (rough)
symmetric mode excited, fraction    0.329
hot-band shift, symmetric           -0.55 cm^-1
OK
```
